# The PAW Fock Operator on a Pseudo Orbital, Derived Two Ways, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The exchange energy and its gradient

### One spherical orbital

Take one atom and one occupied, spherically symmetric orbital $\psi$ in one spin channel, in Hartree atomic units. For two densities define the Coulomb form

$$(a|b)=\iint \frac{a(\mathbf r)\,b(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,$$

which contains no complex conjugation and is symmetric, $(a|b)=(b|a)$. It equals $\int a\,v[b]\,d^3r$, where $v[b]$ is the electrostatic potential of $b$. The exchange energy of the single orbital is $E_x=-\tfrac12(n|n)$ with $n=|\psi|^2$.

In the projector augmented-wave (PAW) method the variable is a smooth pseudo orbital $\tilde\psi$ that equals $\psi$ outside a sphere of radius $r_c$. Suppose that inside the sphere $\psi=P\phi$ and $\tilde\psi=P\tilde\phi$, with fixed real spherical functions $\phi$ and $\tilde\phi$. The amplitude is read off by a real projector $p$ that vanishes outside the sphere and obeys $\int p\,\tilde\phi\,d^3r=1$, so that $P=\int p\,\tilde\psi\,d^3r$. The true density and the pseudo density $\tilde n=|\tilde\psi|^2$ differ by $|P|^2(\phi^2-\tilde\phi^2)$ inside the sphere. Unless $\phi$ and $\tilde\phi$ have the same norm in the sphere, this difference carries a net charge, and its potential reaches outside. Choose a smooth spherical function $Q$ inside the sphere with the same charge, $\int Q=\int(\phi^2-\tilde\phi^2)$, and add and subtract it:

$$n=s+W,\qquad s=\tilde n+|P|^2Q,\qquad W=|P|^2(\phi^2-\tilde\phi^2-Q).$$

The density $W$ is spherical, neutral and confined to the sphere. By Gauss's law its field vanishes outside, and since the potential vanishes at infinity, $v[W]=0$ for $r>r_c$. In $(n|n)=(s|s)+2(s|W)+(W|W)$ the middle term $\int s\,v[W]$ therefore samples $s$ inside the sphere alone, where it equals $s^1=|P|^2(\tilde\phi^2+Q)$. With $n^1=|P|^2\phi^2=s^1+W$, both cut off at $r_c$,

$$2(s^1|W)+(W|W)=(s^1+W|s^1+W)-(s^1|s^1)=(n^1|n^1)-(s^1|s^1).$$

Both terms on the right are $|P|^4$ times a constant of the atom, so

$$E_x=-\tfrac12(s|s)-\tfrac12|P|^4\Delta K,\qquad \Delta K=K^1-\tilde K^1,$$

with $K^1=(\phi^2|\phi^2)$ and $\tilde K^1=(\tilde\phi^2+Q|\tilde\phi^2+Q)$ taken over the sphere. Now vary $\tilde\psi^*$ at fixed $\tilde\psi$. Then $\delta P^*=\int p\,\delta\tilde\psi^*$, $\delta s=\delta\tilde\psi^*\tilde\psi+\delta P^*P\,Q$, $\delta(s|s)=2\int\delta s\,\tilde v$ with $\tilde v=v[s]$, and $\delta|P|^4=\delta(P^{*2}P^2)=2|P|^2P\,\delta P^*$. The factors 2 cancel the factors $\tfrac12$, and the coefficient of $\delta\tilde\psi^*$ is

$$\tilde V_x\tilde\psi=-\tilde v\,\tilde\psi-p\,D\,P-p\,\Delta K\,|P|^2P,\qquad D=\int Q\,\tilde v\,d^3r .$$

The first term is the local action of the smooth potential, the second arises because the compensation charge $|P|^2Q$ depends on the orbital and sits in that potential, and the third replaces the smooth self-interaction in the sphere by the true one.

The 2s orbital of neon, with the data set specified in Part II and $P=1$, gives numbers. They belong to the basis used there: in larger bases the compensation charge lies between $0.045$ and $0.050$ electron and $D$ between $0.054$ and $0.059$ Ha, while the sum of the three terms stays at $-1.0219$ Ha. The pseudo density holds $0.949799$ electron and $Q$ holds $0.050201$, together one electron. For this normalized orbital $\tilde v$ thus falls off as $1/r$, while $\tilde n$ alone would give $0.95/r$. The expectation values are $\langle\tilde\psi|\tilde v|\tilde\psi\rangle=0.972519$ Ha, $D=0.059282$ Ha, $K^1=0.850514$ Ha and $\tilde K^1=0.860442$ Ha, and so

$$\langle\tilde\psi|\tilde V_x|\tilde\psi\rangle=-0.972519-0.059282-(0.850514-0.860442)=-1.021873\ \text{Ha}.$$

### Conventions for the general case

The system is finite, the kernel is the bare Coulomb one, and one spin channel is treated with occupations $0\le f_n\le1$. The exchange energy and the Fock operator of the all-electron orbitals are

$$E_x=-\tfrac12\sum_{nm}f_nf_m\,(n_{nm}|n_{mn}),\qquad V_x\psi_n=-\sum_m f_m\,v[n_{mn}]\,\psi_m,\qquad n_{nm}=\psi_n^*\psi_m .$$

Each atom $a$ has a sphere of radius $r_c$, and the spheres do not overlap. The index $i$ labels an atom, a radial function and a real spherical harmonic: $\phi_i=R_i(r)Y_{l_im_i}$ and $\tilde\phi_i=\tilde R_i(r)Y_{l_im_i}$, with $r$ measured from that atom and $l_i\le l_{\max}$. Beyond $r_c$, $\phi_i=\tilde\phi_i$ and $p_i=0$. All three sets are real, and $\langle p_i|\tilde\phi_j\rangle=\delta_{ij}$ on each atom. The map from pseudo to all-electron orbitals is

$$\psi=T\tilde\psi,\qquad T=1+\sum_i|\phi_i-\tilde\phi_i\rangle\langle p_i|,\qquad P^n_i=\langle p_i|\tilde\psi_n\rangle .$$

Inside a given sphere define the one-centre expansions $\psi^1_n=\sum_iP^n_i\phi_i$ and $\tilde\psi^1_n=\sum_iP^n_i\tilde\phi_i$, with $i$ on that atom, their difference $\Delta_n=\psi^1_n-\tilde\psi^1_n$, and the residual $\eta_n=\tilde\psi_n-\tilde\psi_n^1$. Every quantity with superscript 1 is set to zero outside its sphere. A function satisfies the span condition if inside every sphere it is a combination $\sum_jc_j\tilde\phi_j$. Since $p_i$ sees only the interior, duality then gives $P_i=c_i$ and $\eta=0$. The derivations of $\tilde V_x$ below do not require the orbitals to be orthonormal or the partial waves to solve any equation; the estimate of the core tail in the worked example does use orthogonality to the core.

### Pair densities

Let $\mu,\nu$ label any two pseudo functions, occupied or not. Outside the spheres $n_{\mu\nu}=\tilde n_{\mu\nu}\equiv\tilde\psi_\mu^*\tilde\psi_\nu$. Inside a sphere $\psi=\tilde\psi+\Delta=\psi^1+\eta$ and $\tilde\psi=\tilde\psi^1+\eta$. Multiplying out,

$$n_{\mu\nu}=n^1_{\mu\nu}+\psi^{1*}_\mu\eta_\nu+\eta_\mu^*\psi^1_\nu+\eta_\mu^*\eta_\nu,\qquad \tilde n_{\mu\nu}=\tilde n^1_{\mu\nu}+e_{\mu\nu},$$

$$e_{\mu\nu}=\tilde\psi^{1*}_\mu\eta_\nu+\eta_\mu^*\tilde\psi^1_\nu+\eta_\mu^*\eta_\nu,$$

where $n^1_{\mu\nu}=\psi^{1*}_\mu\psi^1_\nu=\sum_{ij}P^{\mu*}_iP^\nu_j\phi_i\phi_j$ and likewise $\tilde n^1_{\mu\nu}$ with $\tilde\phi_i\tilde\phi_j$. Subtracting the second relation from the first removes $\eta^*\eta$ and combines the mixed terms into $\Delta$:

$$n_{\mu\nu}=\tilde n_{\mu\nu}+\sum_a\big(n^1_{\mu\nu}-\tilde n^1_{\mu\nu}+c_{\mu\nu}\big)^a,\qquad c_{\mu\nu}=\Delta_\mu^*\eta_\nu+\eta_\mu^*\Delta_\nu. \tag{1}$$

Under the span condition for both functions, $c_{\mu\nu}=e_{\mu\nu}=0$.

### Compensation charges

Gauss's law is replaced by the Laplace expansion with real harmonics,

$$\frac1{|\mathbf r-\mathbf r'|}=\sum_{LM}\frac{4\pi}{2L+1}\frac{r_<^L}{r_>^{L+1}}Y_{LM}(\hat{\mathbf r})Y_{LM}(\hat{\mathbf r}').$$

For a density $b$ confined to the sphere and a point $r>r_c$, $r_<=r'$ for every source point, so

$$v[b](\mathbf r)=\sum_{LM}\frac{4\pi}{2L+1}\frac{Y_{LM}(\hat{\mathbf r})}{r^{L+1}}\int b\,r'^LY_{LM}\,d^3r' .$$

The exterior potential vanishes if all multipole moments vanish. For $i,j$ on the same atom define

$$q^{LM}_{ij}=\int(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,r^LY_{LM}\,d^3r,\qquad Q_{ij}=\sum_{LM}q^{LM}_{ij}\,g_L(r)Y_{LM},$$

with smooth real shapes $g_L$ confined to the sphere and normalized by $\int_0^{r_c}g_L\,r^{L+2}dr=1$. The product $Y_{l_im_i}Y_{l_jm_j}$ is a polynomial of degree $l_i+l_j$ in the components of $\hat{\mathbf r}$, which is a combination of harmonics with $L\le l_i+l_j$; the sum therefore ends at $L=2l_{\max}$. The $LM$ moment of $Q_{ij}$ is $\sum_{L'M'}q^{L'M'}_{ij}\delta_{LL'}\delta_{MM'}\int g_{L'}r^{L+2}dr=q^{LM}_{ij}$ by orthonormality of the harmonics. Hence

$$w_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j-Q_{ij}$$

has no multipole moment, and $v[w_{ij}]=0$ outside its sphere. Both $Q_{ij}$ and $w_{ij}$ are real and symmetric in $i,j$. For a pair of functions set

$$\hat n_{\mu\nu}=\sum_{ij}P^{\mu*}_iP^\nu_jQ_{ij},\qquad s_{\mu\nu}=\tilde n_{\mu\nu}+\hat n_{\mu\nu},\qquad W^a_{\mu\nu}=\sum_{ij\in a}P^{\mu*}_iP^\nu_jw_{ij},$$

and $s^1_{\mu\nu}=\tilde n^1_{\mu\nu}+\hat n^a_{\mu\nu}$, so that $W^a=n^1-s^1$ on atom $a$. Under the span condition (1) becomes $n_{\mu\nu}=s_{\mu\nu}+\sum_aW^a_{\mu\nu}$. In the numerical output printed after this text $W$ is called delta; the vanishing of its exterior potential is tested there for complex orbitals with $l_{\max}=2$, and keeping $L=0$ alone leaves an exterior potential of up to $2.8\times10^{-3}$ Ha.

Since $Y_{00}=1/\sqrt{4\pi}$, the monopole is $\sqrt{4\pi}\,q^{00}_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle$ over the sphere. For the neon 2s pair $q^{00}=0.014161$, and $\sqrt{4\pi}\times0.014161=0.05020$ is the charge quoted above.

### The Coulomb form of two pair densities

Take four functions that satisfy the span condition, and abbreviate $n=n_{\mu\nu}$, $n'=n_{\kappa\lambda}$. Bilinearity gives

$$(n|n')=(s|s')+\sum_a\big[(s|W'^a)+(W^a|s')\big]+\sum_{ab}(W^a|W'^b).$$

For $a\ne b$, $W^a$ lies in sphere $a$, where $v[W'^b]=0$ because the spheres do not overlap; these terms vanish. In $(s|W'^a)=\int s\,v[W'^a]$ the potential restricts the integral to sphere $a$. There the compensation charges of other atoms are absent and $\tilde n=\tilde n^1$, a second use of the span condition, so $s$ may be replaced by $s^1$. The same holds for $(W^a|s')$. For each atom

$$(s^1|W')+(W|s'^1)+(W|W')=(s^1+W|s'^1+W')-(s^1|s'^1)=(n^1|n'^1)-(s^1|s'^1).$$

Inserting the expansions of $n^1$ and $s^1$ in partial waves yields $(n_{\mu\nu}|n_{\kappa\lambda})=B(\mu\nu;\kappa\lambda)$ with

$$B(\mu\nu;\kappa\lambda)=(s_{\mu\nu}|s_{\kappa\lambda})+\sum_{ijkl}\Delta K_{ijkl}\,P^{\mu*}_iP^\nu_jP^{\kappa*}_kP^\lambda_l, \tag{2}$$

$$\Delta K_{ijkl}=(\phi_i\phi_j|\phi_k\phi_l)-(\tilde\phi_i\tilde\phi_j+Q_{ij}|\tilde\phi_k\tilde\phi_l+Q_{kl}),$$

with all four indices on one atom and the densities cut off at $r_c$. The tensor is real, symmetric under $i\leftrightarrow j$, under $k\leftrightarrow l$, and under $(ij)\leftrightarrow(kl)$.

Adding and subtracting $(\tilde\phi_i\tilde\phi_j+Q_{ij}|\phi_k\phi_l)$ gives a second form,

$$\Delta K_{ijkl}=(w_{ij}|\phi_k\phi_l)+(\tilde\phi_i\tilde\phi_j+Q_{ij}|w_{kl}).$$

Two things follow. If both sets of products are continued to a common radius beyond $r_c$, $w$ is unchanged, because $\phi=\tilde\phi$ there, and the added shell sits where $v[w]=0$; $\Delta K$ does not change. This is tested, and holds to rounding error. Second, if one gives up smooth shapes and takes the full difference $Q_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j$, then $w=0$ and $\Delta K=0$: the one-centre term is the price of replacing the augmentation charge by a smooth one with the same moments. In that limit the operator (4) derived below keeps only its local and projector terms.

### First derivation: the gradient

The right side of (2) is defined for any pseudo functions, in the span or not. The PAW exchange energy is defined by

$$E_x^{\rm PAW}=-\tfrac12\sum_{nm}f_nf_m\,B(nm;mn),$$

and equals $E_x$ when all occupied orbitals satisfy the span condition. The pseudo Fock operator is defined through the first variation at fixed occupations and fixed $\phi_i,\tilde\phi_i,p_i,g_L$:

$$\delta E_x^{\rm PAW}=\sum_nf_n\langle\delta\tilde\psi_n|\tilde V_x\tilde\psi_n\rangle+\text{c.c.}$$

The orthonormality constraint of a self-consistent calculation enters through separate Lagrange terms and is not part of $\tilde V_x$. The terms with $\delta\tilde\psi^*$ and with $\delta\tilde\psi$ are complex conjugates and can be collected separately; it suffices to follow $\delta\tilde\psi^*$.

The form $B(\mu\nu;\kappa\lambda)$ is linear in $\tilde\psi_\mu^*$, $\tilde\psi_\nu$, $\tilde\psi_\kappa^*$ and $\tilde\psi_\lambda$, since $s_{\mu\nu}$ is linear in $\tilde\psi_\mu^*$ and in $\tilde\psi_\nu$, and $P^{\mu*}_i=\int p_i\tilde\psi_\mu^*$. It also obeys $B(\mu\nu;\kappa\lambda)=B(\kappa\lambda;\mu\nu)$, by the symmetry of the Coulomb form and of $\Delta K$. Vary one orbital $t$ by $\tilde\chi=\delta\tilde\psi_t$. Its conjugate stands in the first slot of $B(nm;mn)$ when $n=t$ and in the third slot when $m=t$:

$$\delta E=-\tfrac12f_t\sum_mf_mB(\chi m;mt)-\tfrac12f_t\sum_nf_nB(nt;\chi n)+\text{c.c.}$$

The term $n=m=t$ has two conjugated slots and rightly appears once in each sum. In the second sum the exchange symmetry gives $B(nt;\chi n)=B(\chi n;nt)$, and renaming $n\to m$ makes it equal to the first. The $\tfrac12$ cancels, and with $t$ renamed $n$,

$$\langle\tilde\chi|\tilde V_x\tilde\psi_n\rangle=-\sum_mf_m\,B(\chi m;mn). \tag{3}$$

It remains to pull $\tilde\chi^*$ out of (2). Let $\tilde v_{mn}=v[s_{mn}]$, the potential of $\tilde\psi_m^*\tilde\psi_n+\hat n_{mn}$; the occupied orbital is the conjugated one. The first part of $B$ is $\int s_{\chi m}\tilde v_{mn}$, and $s_{\chi m}$ has two pieces:

$$\int\tilde\chi^*\tilde\psi_m\tilde v_{mn}\,d^3r+\sum_{ij}P^{\chi*}_iP^m_j\int Q_{ij}\tilde v_{mn}\,d^3r=\langle\tilde\chi|\tilde v_{mn}\tilde\psi_m\rangle+\sum_{ij}\langle\tilde\chi|p_i\rangle D_{ij}[\tilde v_{mn}]P^m_j,$$

where $P^{\chi*}_i=\langle\tilde\chi|p_i\rangle$ and $D_{ij}[v]=\int Q_{ij}v\,d^3r=\sum_{LM}q^{LM}_{ij}\int g_LY_{LM}v\,d^3r$. In the second part of $B$ the sum over $m$ acts on the two middle amplitudes alone and builds the one-centre density matrix:

$$\sum_mf_m\sum_{ijkl}\Delta K_{ijkl}P^{\chi*}_iP^m_jP^{m*}_kP^n_l=\sum_{ijkl}\langle\tilde\chi|p_i\rangle\Delta K_{ijkl}\,\rho_{jk}P^n_l,\qquad\rho_{jk}=\sum_mf_mP^m_jP^{m*}_k .$$

Since $\tilde\chi$ is an arbitrary variation, not restricted to the span, the bra can be removed:

$$\tilde V_x|\tilde\psi_n\rangle=-\sum_mf_m\tilde v_{mn}|\tilde\psi_m\rangle-\sum_mf_m\sum_{ij}|p_i\rangle D_{ij}[\tilde v_{mn}]P^m_j-\sum_{ijkl}|p_i\rangle\Delta K_{ijkl}\,\rho_{jk}P^n_l. \tag{4}$$

The local term comes from varying $\tilde n$, the projector term from varying $\hat n$, and the one-centre term from varying the tensor form. The compensation charge appears as a source inside $\tilde v_{mn}$, as a probe inside $D_{ij}$, and in the smooth one-centre part that is subtracted in $\Delta K$. In the last term $\rho$ joins one index of each pair, which is the exchange pattern; a Hartree term would contract $\rho$ with $k$ and $l$. For one orbital and one partial wave $\rho=|P|^2$, and (4) reduces to the opening result. For $\tilde\phi_i=\phi_i$, $Q$ and $\Delta K$ vanish and the ordinary Fock operator remains.

### Extension to other kets, Hermiticity and energy

The gradient fixes $\tilde V_x$ on orbitals with $f_n\neq0$. To reach another function $\tilde\xi$, add it to the set with occupation $f_\xi$. Equation (3) then reads $-\sum_mf_mB(\chi m;m\xi)-f_\xi B(\chi\xi;\xi\xi)$, and as $f_\xi\to0$ the last term drops out. What is left is (4) with $\tilde\psi_n\to\tilde\xi$, linear in $\tilde\xi$ at fixed occupied orbitals.

Because $Q_{ij}$ is real and symmetric, $s_{\mu\nu}^*=s_{\nu\mu}$. Because $\Delta K$ is real and symmetric within each pair, conjugating the tensor part swaps $\mu\leftrightarrow\nu$ and $\kappa\leftrightarrow\lambda$ as well. Thus $B(\mu\nu;\kappa\lambda)^*=B(\nu\mu;\lambda\kappa)$, and

$$B(\chi m;m\xi)^*=B(m\chi;\xi m)=B(\xi m;m\chi),$$

which is $\langle\tilde\chi|\tilde V_x\tilde\xi\rangle^*=\langle\tilde\xi|\tilde V_x\tilde\chi\rangle$. Setting $\chi=n$ in (3) and summing with $\tfrac12f_n$ gives $E_x^{\rm PAW}=\tfrac12\sum_nf_n\langle\tilde\psi_n|\tilde V_x|\tilde\psi_n\rangle$. None of these statements uses the span condition.

They are tested on three complex orbitals that violate it, with $f=1,\,0.7,\,0.35$. Along $\tilde\psi_n+t\tilde\chi$ with real $t$ the energy is a quartic polynomial in $t$ with slope $2f_n\,\mathrm{Re}\langle\tilde\chi|\tilde V_x\tilde\psi_n\rangle$ at $t=0$; the direction $-i\tilde\chi$ gives $-2f_n\,\mathrm{Im}$. The stencil $[8(E_h-E_{-h})-(E_{2h}-E_{-2h})]/12h$ cancels the even powers and the cubic term, so it returns the slope of a quartic without truncation error. With the energy built from densities on a grid, without the arrays $q$ and $\Delta K$, the element is $-0.132967-0.123013\,i$ Ha and agrees with (4) to rounding error.

## Part II. The transformed operator, and what each route assumes

### Symbols and results taken over

The Coulomb form $(a|b)=\int a\,v[b]$ is bilinear and symmetric. The map is $T=1+\sum_i|\phi_i-\tilde\phi_i\rangle\langle p_i|$ with real partial waves and projectors in non-overlapping spheres, and $P^\mu_i=\langle p_i|\tilde\psi_\mu\rangle$. The residual of a pseudo function in a sphere is $\eta_\mu=\tilde\psi_\mu-\sum_iP^\mu_i\tilde\phi_i$, and the span condition is $\eta=0$. The function $w_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j-Q_{ij}$ has no multipoles and no potential outside its sphere. The smooth pair density is $s_{\mu\nu}=\tilde\psi_\mu^*\tilde\psi_\nu+\sum_{ij}P^{\mu*}_iP^\nu_jQ_{ij}$ with potential $\tilde v_{\mu\nu}$; on one atom $n^1$ and $s^1$ are the one-centre densities built from $\phi_i\phi_j$ and $\tilde\phi_i\tilde\phi_j+Q_{ij}$, and $W^a=n^1-s^1$. Equation (1) splits the true pair density, with remainders $c$ and $e$ that vanish with $\eta$; (2) defines the form $B$; (3) and (4) give $\tilde V_x$ as the gradient of $E_x^{\rm PAW}$. The derivation below uses (1) and the property of $w_{ij}$, but neither (2) nor any energy.

The pseudo Fock operator (4) has been derived as the exact gradient of the PAW exchange energy and shown to be Hermitian and consistent with that energy. It remains to derive its matrix elements from the all-electron operator, to compare what the two routes assume, and to check the result on the neon atom.
